Why planar silicon oxidation does not store thirty percent elastic strain

Question

When silicon is oxidized, each silicon atom ends up in a solid that gives it more than twice its former volume. If that expansion were the same in all directions, every edge would lengthen by about 30%. A film on a wafer cannot spread sideways, because it is bonded to a thick crystal. Why, then, is the film not left with an elastic compression of comparable size in its plane?

Answer

The mechanism: a volume does not fix a shape

The expansion follows from counting silicon atoms. The diamond cubic cell of silicon has edge a and holds eight atoms, so the volume per atom is

Ω_Si = a³/8 = 0.02002 nm³,

with the tabulated lattice parameter. Silica has one silicon atom per formula unit. With a rough density of 2.2 g/cm³ and a molar mass of 60.08 g/mol, its volume per silicon atom is

Ω_ox = (molar mass)/(density × N_A) = 0.04535 nm³,

where N_A is the Avogadro constant. The volume ratio is therefore

J = Ω_ox/Ω_Si = 2.265.

The cube root of J is 1.313, which is the origin of the "thirty percent". But the cube root contains an assumption that atom counting does not supply: that the oxide wants to be longer by the same factor in all three directions.

Consider a small block of silicon just below the interface. Let the reaction turn it into oxide whose stress-free shape is stretched by λ_p along both in-plane directions and by λ_n along the normal. Conservation of silicon atoms requires only

λ_p² λ_n = J.

With the logarithmic growth strains g = ln λ_p and g_n = ln λ_n this becomes

2g + g_n = ln J.

There is one equation for two unknowns. Isotropic growth has g = g_n = ln J/3 = 0.2725. Wholly normal growth has g = 0 and g_n = ln J. Both make the same amount of oxide.

On a flat wafer the normal direction is special because the surface above is free. New oxide forms at the buried interface and lifts the older oxide. Lifting a flat layer as a whole does not stretch it, so a large normal expansion is possible without stress. An in-plane expansion has no such outlet.

A second mechanism acts after birth. If the oxide does have an in-plane misfit, its compression can drive viscous flow. Flow conserves volume: the oxide shortens its stress-free length in the plane and lengthens it along the normal. The film becomes thicker, and the elastic strain falls.

The formula: stress at birth

Take a thick, rigid substrate and a laterally uniform film. All principal stretches keep the same axes, so the stretches due to growth, flow and elasticity multiply and their logarithms add. Let v_p and e_p be the in-plane viscous and elastic strains. The wafer holds the total in-plane strain, measured from the original silicon, at zero:

e_p + v_p + g = 0.

No flow has occurred at birth, so v_p = 0 and

e_p = −g.

The minus sign means that an oxide wishing to be longer is elastically compressed. For isotropic growth this is a logarithmic strain of −0.2725, or a shortening by 24% of the oxide's stress-free length. Isotropic growth leaves so large an elastic strain only if no flow follows.

For the stress I use isotropic linear elasticity in logarithmic strain. With Lamé constants λ and μ, the in-plane and normal stresses are

σ_p = λ(2e_p + e_n) + 2μe_p,
σ_n = λ(2e_p + e_n) + 2μe_n.

These are Kirchhoff stresses, that is, true stress multiplied by the elastic volume ratio. The two measures agree when the elastic strain is small. Force balance makes σ_n uniform through a flat film, and the free surface makes it zero; atmospheric pressure is negligible here. Setting σ_n = 0 gives

e_n = −[2λ/(λ + 2μ)] e_p = −[2ν/(1 − ν)] e_p,

where ν is the Poisson ratio and λ/(λ + 2μ) = ν/(1 − ν). Subtracting the zero normal stress from σ_p removes the common term:

σ_p = 2μ(e_p − e_n)
= 2μe_p(1 + ν)/(1 − ν)
= E e_p/(1 − ν).

The last line uses 2μ(1 + ν) = E, the Young modulus. Define the biaxial modulus M = E/(1 − ν) and count compression p = −σ_p as positive. At birth

p₀ = Mg.

The elastic energy per unit volume of stress-free oxide is half the sum of stress times strain. Two equal in-plane terms contribute, and the normal term vanishes because σ_n = 0:

W = ½(2σ_p e_p) = Mg².

The energy is least at g = 0, so elasticity favours normal growth. This does not prove that the reaction chooses it: the path of a reaction also depends on barriers and on the atomic arrangements available at the interface.

The formula: relaxation by flow

Shape change is driven by the deviatoric stress, which is the stress minus its mean. The principal stresses are −p, −p and 0, with mean −2p/3. The deviators are therefore

s_p = −p + 2p/3 = −p/3,
s_n = 0 + 2p/3 = 2p/3.

For viscosity η the viscous strain rates are the deviators divided by 2η:

dv_p/dt = −p/(6η),
dv_n/dt = +p/(3η).

Twice the first plus the second is zero, as volume conservation requires. Since p = −Me_p = M(g + v_p), and g is fixed once a layer has formed,

dp/dt = M dv_p/dt = −Mp/(6η).

At high stress silica flows more easily than a constant viscosity would predict. The Eyring model describes this by letting shear stress lower the barrier for forward jumps and raise it for backward jumps. The largest shear stress in the film is half the difference between the principal stresses, or p/2. With activation volume V, Boltzmann constant k and temperature T, the model is

η = η₀ x/sinh x, x = (p/2)V/(2kT) = p/p_c,

p_c = 4kT/V.

Here η₀ is the viscosity at low stress. Inserting η and defining τ = 6η₀/M gives

dp/dt = −(p_c/τ) sinh(p/p_c).

To integrate, differentiate the logarithm of tanh(p/2p_c). The derivative of ln tanh y is 1/(sinh y cosh y) = 2/sinh 2y, and dy/dt = (dp/dt)/(2p_c). Hence

d/dt ln tanh(p/2p_c) = (dp/dt)/[p_c sinh(p/p_c)] = −1/τ.

The solution for a layer of age t is

tanh(p/2p_c) = tanh(p₀/2p_c) exp(−t/τ).

For p₀ much smaller than p_c, both hyperbolic tangents reduce to their arguments, and p = p₀ exp(−t/τ). The opposite limit matters for a large birth misfit. Because tanh(p₀/2p_c) is less than one,

p < 2p_c artanh[exp(−t/τ)],

however large p₀ was. Write artanh y = ½ ln[(1 + y)/(1 − y)]. For t much shorter than τ, 1 + y is close to 2 and 1 − y is close to t/τ, so after the birth stress has been forgotten

p ≈ p_c ln(2τ/t).

Forgetting takes a time of order 2τ exp(−p₀/p_c), since 1 − tanh(p₀/2p_c) is close to 2 exp(−p₀/p_c). In this model a huge misfit therefore relaxes quickly at first, but the remaining stress falls only logarithmically until the age approaches τ.

The formula: the whole film

The oldest oxide is at the top and the youngest at the interface. On a rigid wafer every layer has the same zero total in-plane strain, and none carries normal stress, so the layers relax independently. If the growth rate is constant, ages are spread evenly from zero to the oxidation time t_ox. With q = tanh(p₀/2p_c), the mean compression is

p̄ = (2p_c/t_ox) ∫₀^t_ox artanh(q e^(−t/τ)) dt.

Use the series artanh y = Σ y^(2k+1)/(2k+1), with k = 0, 1, 2 and so on. Integrating the exponential in each term supplies a factor τ and another divisor 2k+1:

p̄ = (2p_cτ/t_ox)[χ₂(q) − χ₂(q e^(−t_ox/τ))],

χ₂(y) = Σ y^(2k+1)/(2k+1)².

For a large birth misfit and t_ox much shorter than τ, averaging p_c ln(2τ/t) directly gives

p̄ ≈ p_c[ln(2τ/t_ox) + 1].

The extra one comes from the young layers, which are more stressed than the oldest.

Why the free surface is essential

Suppose flow continues until the stress is gone. Then e_p = 0, so v_p = −g, and volume conservation gives v_n = 2g. The total normal strain is

g_n + v_n = (ln J − 2g) + 2g = ln J.

The final thickness is J times the thickness of silicon consumed, whatever the initial division of the growth strain. Before flow, isotropically born oxide would have a normal strain of (ln J/3)[1 + 2ν/(1 − ν)]. For ν = 0.17 this gives a thickness ratio of 1.468. Flow would raise it to 2.265.

Now lock the normal direction as well. The three total strains are zero, so the elastic strains must add to −ln J. Flow can equalize them but cannot change their sum. When the deviators have vanished, a pressure remains. As a Kirchhoff stress it is

P = K ln J, K = E/[3(1 − 2ν)].

With E = 70 GPa this is a formal 28.9 GPa. The elastic volume ratio is 1/J, so the true pressure would be J times larger, about 65 GPa. Both values are far outside the range where linear elasticity can be trusted. The contrast is still clear: flow changes shape, and it relieves a volume expansion only when some boundary can move.

The number: a wet oxide near 1000 °C

Take a 500 nm film grown at 1273 K. Its rough typical parameters are E = 70 GPa, ν = 0.17, η₀ = 10¹⁴ Pa s and V = 0.3 nm³. The film consumes 500/2.265 = 221 nm of silicon, and its surface rises by the other 279 nm, if the small elastic volume change is ignored.

The oxidation time follows from the linear-parabolic growth law h² + Ah = Bt, with h the thickness and rough values A = 230 nm and B = 80 nm²/s:

t_ox = (500² + 230 × 500)/80 = 4563 s.

The biaxial modulus is M = 70/0.83 = 84.3 GPa. Isotropic birth would give

p₀ = 84.3 × 0.2725 = 23.0 GPa,

W Ω_ox = 1.77 eV per silicon atom.

The first is a Kirchhoff stress; at this large strain the same law gives a true stress of about 35 GPa. Both values extrapolate linear elasticity to a strain where it is not reliable. They show the scale of the penalty, not a stress that a real film reaches.

For flow, p_c = 4kT/V = 0.234 GPa and τ = 6η₀/M = 7114 s, so t_ox/τ = 0.641. Since p₀/p_c is about 98, q is one to the precision needed. Then χ₂(1) = π²/8 = 1.234, the second χ₂ is 0.545 by summing its series, and

p̄ = (2 × 0.234 × 7114/4563)(1.234 − 0.545) = 0.50 GPa.

Dividing by M gives a mean elastic strain of 0.60%. Even with fully isotropic birth, flow in this model removes about 98% of the in-plane misfit.

The number: the same time at 800 °C

Now keep the oxidation time and all elastic parameters fixed, but lower the temperature to 1073 K. The film would be thinner, but thickness does not enter p̄ when the growth rate is constant. With a rough activation energy of 5 eV for viscosity,

η₀ = 10¹⁴ exp[(5 eV/k)(1/1073.15 K − 1/1273.15 K)] Pa s
= 4.9 × 10¹⁷ Pa s.

This makes τ = 3.47 × 10⁷ s, while p_c = 0.198 GPa. The short-time formula gives

p̄ ≈ 0.198[ln(2 × 3.47 × 10⁷/4563) + 1] = 2.1 GPa.

The mean elastic strain is 2.5%. Flow has still removed about 91% of the isotropic misfit, but a stress of 2.1 GPa is large for a thermal oxide. Accommodating most of the strain is not the same as leaving a small stress.

Suppose instead that the oxide is born nearly normal, with an in-plane growth strain of 0.4%. This input is chosen to give a birth stress of a few tenths of a GPa: p₀ = 84.3 × 0.004 = 0.337 GPa. The same average then gives 0.233 GPa at 1273 K and 0.337 GPa at 1073 K. Relative to the isotropic misfit of 27.25%, the shares are:

at 1273 K: 98.5% avoided at birth, 0.5% removed by flow, 1.0% left elastic;
at 1073 K: 98.5% avoided at birth, about 0.0002% removed by flow, 1.5% left elastic.

The first share is set by the assumed 0.4%; it is not a prediction. What the model predicts is the fate of the remainder. In the cool film the stress is too small to speed up flow greatly, and the time is too short for low-stress flow, so the film keeps nearly all its birth stress.

How this compares with real oxides

Thermal oxides grown on flat silicon near 800 °C have compressive growth stresses of roughly 0.3 GPa. The isotropic-birth model gives 2.1 GPa, about seven times as much. Could a different bulk viscosity repair it? Lowering η₀ at 1073 K to 10¹⁴ Pa s, a factor of nearly 5000, would give the same t_ox/τ as in the hot case. There p̄/p_c = 0.5036/0.2344 = 2.148, so the cool film would still carry 2.148 × 0.1976 = 0.42 GPa. Reaching 0.3 GPa would take about 5 × 10¹³ Pa s, which is less than the viscosity assumed for the film 200 K hotter. Alternatively, at fixed τ the short-time formula makes p̄ proportional to 1/V, so V would have to be about seven times larger. With the rough parameters used here, changed one at a time, bulk flow after isotropic birth does not explain the small stress. This is not a firm exclusion, because the uncertainties can combine: with η₀ = 1.6 × 10¹⁵ Pa s at 1073 K (a hot viscosity ten times lower and an activation energy of 3 eV), V = 0.6 nm³ and a ten-hour oxidation, isotropic birth gives 0.28 GPa. Nearly normal accommodation at the interface can: an in-plane birth strain of about 0.4% gives a stress of the observed size, although that strain was chosen to do so and is not predicted.

That conclusion does not identify the atomic process. Start with isotropic growth ln J/3 in each direction, and let very fast local flow add −(ln J/3 − g) to each in-plane strain and twice the opposite amount to the normal strain. The result is g in the plane and ln J − 2g along the normal, exactly the strains of an anisotropic reaction. The final dimensions and stress cannot distinguish the two histories.

Near 1000 °C, wet oxides are found to have little growth stress, less than the 0.23 GPa calculated for nearly normal birth. The viscosity is uncertain enough to matter. With η₀ ten times lower, the calculated mean is 0.05 GPa for nearly normal birth and 0.09 GPa for isotropic birth; with η₀ ten times higher, the values are 0.32 and 1.04 GPa. A low stress in a hot film is therefore weak evidence about how the oxide was born. The cool film is the more revealing case only if its viscosity is as high as assumed here; for the combined change given above, the two kinds of birth give 0.28 and 0.23 GPa.

Stress measured at room temperature includes another contribution. Silicon contracts more than silica on cooling. For a rough mean difference in expansion of 3 × 10⁻⁶ per K and cooling from 1273 K to 298 K, the added compression is

84.3 GPa × 3 × 10⁻⁶ × 975 = 0.25 GPa.

This is as large as the growth stress calculated for the hot, nearly normal film. A room-temperature stress should not be read as growth stress until this part has been subtracted.

What the model leaves out

Real growth slows as the film thickens. From the growth law, dh/dt = B/(2h + A), so more of the film is old than a constant rate implies, and older layers have relaxed further. Numerical integration with this weighting lowers the hot means from 0.50 to 0.44 GPa for isotropic birth and from 0.233 to 0.214 GPa for nearly normal birth.

The wafer is not perfectly rigid. With oxide on the top face only, the compressed film pushes outward on that face and stretches it, with a force per width F = p̄h. For wafer modulus M_w and thickness H, uniform stretching contributes F/(M_wH). The moment FH/2 produces a curvature 6F/(M_wH²), and hence a further surface strain 3F/(M_wH). The sum, 4F/(M_wH), is about 8 × 10⁻⁶ for the hot isotropic case with M_w = 180 GPa and H = 725 μm. This is negligible beside the film's elastic strain of 0.60%. In the same case true stress exceeds Kirchhoff stress by about 1%.

The flow law is a greater uncertainty. Halving V at 1073 K, with η₀ fixed, doubles the isotropic-birth mean to 4.2 GPa. The result does not depend on trusting the law at 23 GPa: for one third of the isotropic misfit, the forgetting time 2τ exp(−p₀/p_c) is still far below a second at both temperatures for V = 0.3 nm³, and about 0.3 s at 1073 K for the halved V. It does depend on the law at stresses of about 2 GPa and more, which every layer of the cool film carries after isotropic birth.

Finally, the argument needs a flat surface. On a convex cylinder, a layer at radius r that is pushed outward by a small distance u gains a hoop strain of about u/r. On a concave one it is compressed instead. Normal growth then strains the older oxide, and only in the flat limit, where r becomes infinite, does this cost vanish. At trench corners and mask edges, oxidation can therefore create stress even if the reaction itself adds no in-plane misfit.
